\section*{Threshold for Electron-Initiated Impact Ionisation in Direct Parabolic Bands}

\section{An electron with the gap energy falls short}

Take a direct semiconductor with a gap of 0.350 eV, an electron mass of $0.023\,m_0$ and a hole mass of $0.410\,m_0$, where $m_0$ is the free-electron mass. In the parabolic-band model, and without help from phonons, a conduction electron with 0.350 eV of kinetic energy cannot create an electron-hole pair. It needs 0.369 eV. Of the additional 18.6 meV, the new hole receives 16.7 meV, and each of the two final electrons receives 0.9 meV.

The gap energy pays for the pair. The additional energy is needed because the initiating electron carries crystal momentum, which the products must carry away. Moving products have kinetic energy, and the threshold is found by making that energy as small as momentum conservation permits.

\section{The process and its conservation laws}

The conduction-band minimum and the valence-band maximum lie at the same point $\mathbf k_0$ of the Brillouin zone. All wavevectors below are measured from $\mathbf k_0$. Near it the bands are isotropic and parabolic, with positive masses $m_e$ and $m_h$:
\begin{equation}
E_c(\mathbf k)=E_{c0}+\frac{\hbar^2k^2}{2m_e},\qquad
E_v(\mathbf k)=E_{v0}-\frac{\hbar^2k^2}{2m_h},
\end{equation}
with $E_g=E_{c0}-E_{v0}$ and $r=m_e/m_h$.

Before the collision there is a conduction electron at $\mathbf K$ and a valence electron at $\mathbf k_v$. Afterwards there are two conduction electrons, at $\mathbf k_1$ and $\mathbf k_2$. No phonon takes part, the field does no work during the collision, and no reciprocal-lattice vector is exchanged. Crystal momentum then obeys
\begin{equation}
(\mathbf k_0+\mathbf K)+(\mathbf k_0+\mathbf k_v)
=(\mathbf k_0+\mathbf k_1)+(\mathbf k_0+\mathbf k_2).
\end{equation}
The terms in $\mathbf k_0$ cancel because the gap is direct. The vacated valence state is described as a hole of wavevector $\mathbf k_h=-\mathbf k_v$, so that
\begin{equation}
\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h. \label{mom}
\end{equation}
Energy conservation for the same two electrons reads
\begin{equation}
E_{c0}+\frac{\hbar^2K^2}{2m_e}+E_{v0}-\frac{\hbar^2k_h^2}{2m_h}
=2E_{c0}+\frac{\hbar^2(k_1^2+k_2^2)}{2m_e}.
\end{equation}
Subtract $E_{c0}+E_{v0}$ from both sides and move the hole term to the right:
\begin{equation}
E\equiv\frac{\hbar^2K^2}{2m_e}
=E_g+\frac{\hbar^2k_1^2}{2m_e}+\frac{\hbar^2k_2^2}{2m_e}
+\frac{\hbar^2k_h^2}{2m_h}. \label{en}
\end{equation}
The energy $E$ is measured upward from the conduction-band edge. Measured from the valence-band edge, the same electron has energy $E+E_g$.

\section{The cheapest way to carry the momentum}

For a given $\mathbf K$, we seek the smallest product kinetic energy allowed by \eqref{mom}. Label the products $i=1,2,h$, with $m_1=m_2=m_e$, and define
\begin{equation}
\mathbf v_i=\frac{\hbar\mathbf k_i}{m_i},\qquad
M=2m_e+m_h,\qquad \mathbf V=\frac{\hbar\mathbf K}{M}.
\end{equation}
Write each velocity as $\mathbf v_i=\mathbf V+\mathbf u_i$. Momentum conservation says $\sum_i m_i\mathbf v_i=\hbar\mathbf K=M\mathbf V$. Since $\sum_i m_i=M$, it follows that
\begin{equation}
\sum_i m_i\mathbf u_i=\sum_i m_i\mathbf v_i-M\mathbf V=0.
\end{equation}
The kinetic energy of the products is therefore
\begin{align}
\sum_i\frac{m_iv_i^2}{2}
&=\frac{MV^2}{2}+\mathbf V\cdot\sum_i m_i\mathbf u_i
+\sum_i\frac{m_iu_i^2}{2}\\
&=\frac{\hbar^2K^2}{2M}+\sum_i\frac{m_iu_i^2}{2}. \label{split}
\end{align}
The first term is the energy of common motion, fixed by $\mathbf K$. The second is the energy of relative motion. It cannot be negative, and it vanishes only when every $\mathbf u_i$ is zero. At the minimum all three products have velocity $\mathbf V$.

This is the global minimum over all directions. Collinear motion has not been assumed; it follows from the equality of the velocities. Equal velocities do not mean equal wavevectors: $\mathbf k_i=(m_i/M)\mathbf K$, so a heavy hole takes most of the momentum.

\section{The threshold}

Let $T_{\rm rel}\ge0$ denote the relative energy in \eqref{split}. Equation \eqref{en} becomes
\begin{equation}
E=E_g+\frac{\hbar^2K^2}{2M}+T_{\rm rel}.
\end{equation}
Since $\hbar^2K^2=2m_eE$, the common-motion energy is $(m_e/M)E$. Collecting the terms in $E$ gives
\begin{equation}
E\left(1-\frac{m_e}{M}\right)=E_g+T_{\rm rel}\ge E_g. \label{avail}
\end{equation}
The left side is the part of the initial energy that remains available after momentum has been conserved. Its coefficient is
\begin{equation}
1-\frac{m_e}{M}=\frac{M-m_e}{M}=\frac{m_e+m_h}{2m_e+m_h}>0,
\end{equation}
so division preserves the inequality. Dividing numerator and denominator by $m_h$ then gives
\begin{equation}
E\ge E_{\rm th}=E_g\frac{2m_e+m_h}{m_e+m_h}
=E_g\frac{1+2r}{1+r}. \label{th}
\end{equation}

Every energy at or above this value is also sufficient within the model. Leave the hole at velocity $\mathbf V$ and give the electrons velocities $\mathbf V+\mathbf w$ and $\mathbf V-\mathbf w$. Momentum is unchanged, and the relative energy is $2(m_ew^2/2)=m_ew^2$. Equation \eqref{avail} then requires
\begin{equation}
m_ew^2=E\frac{m_e+m_h}{2m_e+m_h}-E_g,
\end{equation}
which has a real solution for $w$ whenever $E\ge E_{\rm th}$.

The conservation laws fix which events are possible. They do not give the ionisation rate, which also depends on the interaction matrix element, the number of accessible final states and their occupation.

\section{Division of the excess energy}

Equation \eqref{th} can be written as
\begin{equation}
E_{\rm th}-E_g=E_g\left(\frac{1+2r}{1+r}-1\right)
=E_g\frac{r}{1+r}. \label{excess}
\end{equation}
At threshold this excess equals $MV^2/2=(m_e/M)E_{\rm th}$. A product of mass $m_i$ receives the fraction $m_i/M$ of it, because all products have the same speed. With $m_e/M=r/(1+2r)$ and $m_h/M=1/(1+2r)$,
\begin{align}
T_e&=E_g\frac{r^2}{(1+r)(1+2r)}\quad\text{for each electron},\\
T_h&=E_g\frac{r}{(1+r)(1+2r)}\quad\text{for the hole}.
\end{align}
The sum $2T_e+T_h$ has numerator $r(1+2r)$ and so reproduces \eqref{excess}.

\section{Limits and the hole-initiated case}

When $r\to0$, the hole is much heavier than the electrons. It absorbs the momentum at negligible energy cost, and $E_{\rm th}\to E_g$. For equal masses, three equal products share the momentum. One third of the initial energy stays in their common motion, two thirds is available for the gap, and $E_{\rm th}=3E_g/2$. When $r\to\infty$, the two electrons carry nearly all the momentum. Half of the initial energy remains in common motion, so $E_{\rm th}\to2E_g$. Between these limits the threshold rises steadily, since
\begin{equation}
\frac{d}{dr}\frac{E_{\rm th}}{E_g}=\frac{1}{(1+r)^2}>0.
\end{equation}

A direct numerical search supports the formula. It minimised the product energy over three-dimensional wavevectors and then located the lowest $E$ that satisfied energy conservation. For $r=0.1$, 0.5, 1, 2 and 5 it gave $E_{\rm th}/E_g=1.090909$, 1.333333, 1.500000, 1.666667 and 1.833333, in agreement with \eqref{th} to the digits shown.

If a hole initiates the process, the products are two holes and one electron. Their total mass is $M'=2m_h+m_e$, and the initiating mass is $m_h$. The same argument gives
\begin{equation}
E_{\rm th}^{(h)}=E_g\frac{M'}{M'-m_h}
=E_g\frac{2m_h+m_e}{m_h+m_e}=E_g\frac{2+r}{1+r},
\end{equation}
measured downward from the valence-band edge. Adding the two thresholds yields
\begin{equation}
E_{\rm th}+E_{\rm th}^{(h)}
=E_g\frac{(1+2r)+(2+r)}{1+r}=3E_g.
\end{equation}
Since $E_{\rm th}$ lies above $3E_g/2$ for $r>1$ and below it for $r<1$, the heavier carrier has the higher threshold in this model.

\section{Worked example}

The opening parameters are rough values typical of InAs near 300 K. This material suits the example because its gap is direct and its satellite valleys lie well above the energies of interest. The mass ratio is
\begin{equation}
r=\frac{0.023}{0.410}=0.0561,
\end{equation}
and the threshold follows as
\begin{equation}
E_{\rm th}=0.350\ {\rm eV}\times\frac{1+0.1122}{1+0.0561}
=0.350\ {\rm eV}\times1.0531=0.3686\ {\rm eV}.
\end{equation}
The total product mass is $M=(2\times0.023+0.410)m_0=0.456\,m_0$. The hole therefore takes the fraction $0.410/0.456=0.90$ of the 18.6 meV excess, or 16.7 meV. Each electron takes $0.023/0.456=0.050$ of it, or 0.94 meV. This accounts for the division stated at the start.

The initial wavevector is $K=\sqrt{2m_eE_{\rm th}}/\hbar=0.472\ {\rm nm^{-1}}$, and the common product velocity is $V=\hbar K/M=1.20\times10^5$ m/s. In the parabolic model the initiating electron moves faster than the products by the factor $M/m_e=0.456/0.023=19.8$; the two-band dispersion introduced below makes this factor much smaller.

As a separate test, product velocities were drawn at random about a common velocity, with relative spreads from 0.01 to 10, and each set was scaled to conserve energy. The test is that no event falls below the threshold; the close approach to it comes from the narrow spreads, where the three velocities are nearly equal. Among 99\,962 possible events, the lowest initial energy was 0.36859 eV, equal to the threshold at this precision.

In a uniform field of 0.010 MV/cm, an electron starting at the band edge and suffering no collisions gains this energy over
\begin{equation}
L=\frac{E_{\rm th}}{eF}=\frac{0.3686\ {\rm eV}}{10^4\ {\rm eV/cm}}
=3.69\times10^{-5}\ {\rm cm}=369\ {\rm nm}.
\end{equation}
A net loss of energy to phonons lengthens the required path.

For hole initiation the formula gives 0.681 eV. This lies almost two gap energies inside the valence band, where a single parabolic band is a doubtful extrapolation. The number illustrates the mass dependence and is not a prediction for InAs. It also assumes that the initiating hole is a heavy hole. A parabolic light hole of mass $0.026\,m_0$ that yields two heavy holes and an electron needs only about 0.36 eV. A hole in the split-off band, which begins roughly 0.39 eV below the valence-band edge, already has more than the gap energy at that band's edge.

\section{Corrections on the scale of the excess}

The threshold lies only 18.6 meV above the gap, so corrections must be compared with this excess as well as with the gap.

\subsection{Band shape}

The initiating electron has an energy comparable with $E_g$, where the conduction band of a narrow-gap material is not parabolic. A simple two-band dispersion is
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2K^2}{2m_e}.
\end{equation}
At a given energy the electron now carries more momentum. The final electrons are slow, so they may still be treated as nearly parabolic, and the threshold condition becomes
\begin{equation}
E-E_g\simeq\frac{\hbar^2K^2}{2M}
=\frac{m_e}{M}E\left(1+\frac{E}{E_g}\right).
\end{equation}
Near $E=E_g$ the last factor is about 2, which roughly doubles the excess. The numerical minimisation, with this dispersion for all three electron states and a parabolic hole band, gives 0.392 eV. The excess rises from 18.6 to 41.9 meV, while the threshold itself rises by 6\% relative to the parabolic value.

The heavy-hole band is also anisotropic. Inserting rough masses of $0.33\,m_0$ along [100] and $0.63\,m_0$ along [111] into \eqref{th} gives 0.373 and 0.362 eV. These are directional estimates, not a minimisation over the warped band. With the two-band conduction dispersion the spread widens, to about 0.40 eV along [100] and 0.38 eV along [111]. Creating a light hole of mass $0.026\,m_0$ would require 0.514 eV in the parabolic model, so the heavy-hole process sets the lower threshold.

\subsection{Phonons, field and temperature}

A phonon can take the entire momentum $\hbar\mathbf K$ and leave all three products at rest. For a phonon energy $\hbar\omega$ independent of wavevector, the lowest electron energy is then $E_g+\hbar\omega$ for emission and $E_g-\hbar\omega$ for absorption. With a rough value of 30 meV, these limits are 0.380 and 0.320 eV. Absorption opens a channel below the direct threshold. Emission of a 30 meV phonon does not do so in the parabolic model, but its limit lies below the two-band threshold of 0.392 eV. An acoustic phonon is much cheaper: with a sound speed near 4 km/s, a phonon of wavevector about $0.46\ {\rm nm^{-1}}$ costs only about 1 meV, so its emission lowers the kinematic limit to about 0.351 eV. At 300 K the mean occupation of the 30 meV phonon is 0.46. The occupation factor for absorption is then $0.46/1.46$, or about 0.3, of that for emission, so absorption is weakened but not frozen out. These are again kinematic limits, not rates.

The field supplies an energy scale $\varepsilon_F$ for relative electron-hole motion. It is found by equating $\varepsilon_F$ to the potential drop over the length $\hbar/\sqrt{2\mu\varepsilon_F}$, where $\mu=m_em_h/(m_e+m_h)$:
\begin{equation}
\varepsilon_F=\frac{eF\hbar}{\sqrt{2\mu\varepsilon_F}}
\quad\Longrightarrow\quad
\varepsilon_F=\left(\frac{e^2F^2\hbar^2}{2\mu}\right)^{1/3}.
\end{equation}
Here it is 12 meV, about two thirds of the parabolic excess. This is not the only field scale. When the initiating electron moves along the field with speed $v_K$, the energy mismatch between initial and final states drifts in time at the rate $eF(v_K-V)$. This gives the larger scale $\sqrt{\hbar eF(v_K-V)}$, nearly 40 meV in the parabolic model and about 25 meV in the two-band model. The sharp threshold is therefore blurred by an amount comparable with the excess, but these estimates do not establish the form of the blurring. Interband tunnelling is negligible at this field: continuing the two-band dispersion into the gap gives a transmission factor of order $e^{-126}$.

Heating by 50 K, with a rough gap slope of $-0.30$ meV/K and the masses held fixed, lowers the threshold from 0.369 to 0.353 eV. Most of that shift is the 15 meV reduction of the gap.

\subsection{Occupied final states}

For a chosen electron density of $10^{16}\ {\rm cm^{-3}}$ in equilibrium at 300 K, and with a parabolic density of states, the final electron states at threshold have occupation 0.10. The probability factor for both being empty is $(1-0.103)^2=0.80$. In this estimate, occupation reduces the rate near threshold by about 20\% relative to empty final states, with the other rate factors held fixed. The two-band dispersion has a larger density of states, which lowers the occupation at the same electron density and makes the reduction somewhat smaller. It does not move the kinematic threshold.

\section{Use in real materials}

For InAs, the parabolic result of 0.37 eV is best read as an estimate near the gap energy. Parabolicity is a poor assumption at this energy, and the two-band model moves the number to about 0.39 eV, or 0.38 to 0.40 eV once the direction dependence of the heavy-hole mass is included. Measured from the parabolic threshold, the phonon and thermal shifts found above range from about 10 to 50 meV in magnitude; they were calculated separately and should not simply be added. Two other assumptions are safer here. The satellite valleys, at roughly 0.7 eV, lie about 0.33 eV above the parabolic threshold and 0.31 eV above the two-band one. For a lattice constant $a$ of about 0.61 nm, the initial wavevector is 5\% of $2\pi/a$ in the parabolic model and about 7\% in the two-band model, so the process stays near the zone centre.

Silicon, the channel material in Si/SiO$_2$ devices, lies outside the derivation because its gap is indirect. Suppose that the initial and final electrons occupy the same conduction valley, displaced by $\mathbf Q$ from the valence maximum. With electron wavevectors measured from the valley minimum and the hole wavevector from the valence maximum, \eqref{mom} is replaced by
\begin{equation}
\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h+\mathbf Q,
\end{equation}
up to a reciprocal-lattice vector. The products must now supply $\mathbf K-\mathbf Q$. Even for isotropic bands, their common-motion energy would be $\hbar^2|\mathbf K-\mathbf Q|^2/2M$. This is no longer the fixed fraction $m_e/M$ of $E$, so the step that led to \eqref{th} fails. A threshold for hot carriers in silicon requires its actual valleys and bands, including transitions between valleys and phonon-assisted events. Inserting silicon masses into the direct-gap formula does not provide it.

The main computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
r, E_th/Eg by search, E_th/Eg by formula:
  0.1  1.090909  1.090909
  0.5  1.333333  1.333333
  1.0  1.500000  1.500000
  2.0  1.666667  1.666667
  5.0  1.833333  1.833333
Gap Eg: 0.350 eV
Electron mass: 0.023 m0; hole mass: 0.410 m0
Mass ratio r: 0.05610; total product mass M: 0.456 m0
Threshold ratio E_th/Eg: 1.05312
Electron threshold E_th: 0.36859 eV
Excess E_th - Eg: 18.591 meV
Initial wavevector K: 0.4717 1/nm
Common product velocity V: 1.1976e+05 m/s
Each final electron energy: 0.938 meV
Final hole energy: 16.716 meV
Hole-initiated threshold: 0.68141 eV
Random conserving events: 99962
Lowest random-event energy: 0.36859 eV
Field: 0.010 MV/cm
Collision-free length to gain E_th: 368.6 nm
Sizes of neglected effects:
Two-band nonparabolic threshold: 0.39187 eV
Its excess over Eg: 41.87 meV
Heavy-hole masses 100, 111: 0.33, 0.63 m0
Threshold with 100 mass: 0.37280 eV
Threshold with 111 mass: 0.36233 eV
Light-hole mass: 0.026 m0
Threshold with light hole: 0.51429 eV
Phonon energy: 30.0 meV
Phonon-absorption limit: 0.320 eV
Phonon-emission limit: 0.380 eV
Temperature: 300 K; kT: 25.85 meV
Phonon occupation: 0.456
Field energy scale: 12.05 meV
Tunnelling exponent (positive): 126.4
Gap slope: -0.30 meV/K
Threshold after 50 K heating: 0.35279 eV
Electron density: 1.0e+16 cm^-3
Conduction-band effective density: 8.753e+16 cm^-3
Final electron-state occupation: 0.1029
Both final states empty: 0.8048
Satellite-valley energy: 0.70 eV
Satellite margin above E_th: 0.331 eV
Lattice constant: 0.61 nm
K divided by 2 pi/a: 0.0458
\end{verbatim}
